Equal spaces in self-aligned quadruple patterning: mandrel and spacer widths

**The situation**

An optical exposure cannot print parallel lines closer than a certain pitch. If two interfering beams enter the resist from opposite edges of the lens pupil, the intensity pattern has period λ/(2 NA), where λ is the vacuum wavelength and NA the numerical aperture. For λ = 193 nm and NA = 1.35 this limit is 193/2.70 = 71.5 nm. A fin pattern with a pitch of 30 nm lies well below it. Doubling the line density once would need an exposed pitch of 60 nm, which is still below the limit. Doubling it twice needs 120 nm, which can be exposed.

In self-aligned quadruple patterning the exposure defines sacrificial lines, called mandrels. A film is deposited over them and etched back, so that it survives as a spacer on each side wall. The mandrels are removed, and the spacers define a second set of mandrels in a lower layer. A second film then forms the final spacers, which are the printed lines.

The lines all have the same width, since one film makes them all. The spaces between them have three different origins and are in general unequal. The question is which mandrel width and which first film thickness make them equal.

**Definitions and assumptions**

P is the pitch of the first mandrels and m their width. The first film has thickness a, the second has thickness s. All widths are horizontal. The basic model assumes that

- mandrel walls are vertical, and all mandrels in the region considered are alike;
- films are conformal: they fill every point within one film thickness of the solid surface;
- etch-back is vertical and removes one film thickness from every column;
- the first spacers are transferred into the lower layer without change of width;
- each period contains four separate final lines.

The last assumption means that no gap is closed by a film:

a > 0, m > 2s, P − m − 2a > 2s.

Under these assumptions all spaces are equal if and only if

m = P/4 + s and a = P/4 − s, (1)

with 0 < s < P/4.

**Why film thickness becomes spacer width**

Take a vertical wall of height H and a film of thickness t < H. Let x be the horizontal distance from the wall. For 0 < x ≤ t, the highest film point in the column lies at distance t from the top corner of the wall, so the film reaches the height

H + √(t² − x²).

Etch-back lowers this by t and leaves

H − t + √(t² − x²),

which is positive because H > t. For x > t the column contains only the film on the floor, of thickness t, and nothing remains. The film on top of the mandrel also has thickness t and disappears. The surviving spacer therefore has width t at its foot.

The same argument covers a gap between two walls. If the gap is no wider than 2t, each of its columns lies within t of a wall, and film remains across the whole gap. The two spacers have then become one line as wide as the gap. This is why the conditions for separate lines are needed.

**The three spaces**

Put one first mandrel at 0 < x < m. Its two spacers, which become the second mandrels, occupy

[−a, 0] and [m, m + a].

The second film adds a line of width s on each side of each second mandrel. The four final lines are

[−a − s, −a], [0, s], [m − s, m], [m + a, m + a + s].

Three kinds of space follow.

Space A lies inside the former first mandrel, between the lines ending at s and starting at m − s:

A = (m − s) − s = m − 2s.

Space B is left by a removed second mandrel and occurs twice per period:

B = a.

Space C lies between neighbouring first mandrels. It starts at m + a + s and ends at the first line of the next period, at P − a − s:

C = (P − a − s) − (m + a + s) = P − m − 2a − 2s.

From left to right the order is A, B, C, B. As a check, the spaces must fill what the four lines leave free:

A + 2B + C = (m − 2s) + 2a + (P − m − 2a − 2s) = P − 4s. (2)

**Solving for equal spaces**

Suppose A = B = C. By (2), four equal spaces add up to P − 4s, so each is P/4 − s. Since B = a,

a = P/4 − s.

Since A = m − 2s,

m = (P/4 − s) + 2s = P/4 + s.

No other choice is possible. It remains to show that this choice also gives the right C:

C = P − (P/4 + s) − 2(P/4 − s) − 2s
= (P − P/4 − P/2) + (−s + 2s − 2s)
= P/4 − s.

This proves (1) in both directions. A positive film thickness a requires s < P/4. The other two conditions then hold by themselves, because m − 2s and P − m − 2a − 2s are the spaces A and C, both equal to P/4 − s > 0.

The solution has a simple geometrical content. The centres of the two second mandrels lie at −a/2 and m + a/2, a distance m + a apart. From the formulas for A and C,

A − C = 2(m + a) − P, (3)

so A = C means m + a = P/2: the second mandrels are evenly spaced. The other condition, A = B, means m − a = 2s: the gap between second mandrels exceeds their width by two final line widths.

Equation (3) does not contain s. A difference between A and C that is present after the first spacer step therefore cannot be removed by changing the second film. If m + a = P/2 does hold and m is larger than a, the remaining difference between A and B can be removed by choosing s = (m − a)/2, at the price of a changed line width.

**Limiting cases**

For s much smaller than P, both m and a approach P/4. As s approaches P/4, a and all the spaces shrink to zero while m approaches P/2. The mandrel thus always fills between one quarter and one half of its period.

For lines and spaces of the same width, s = P/8. Then a = P/8 and m = 3P/8, and the two films have equal thickness. At P = 120 nm this means s = a = 15 nm and m = 45 nm.

**What happens when a gap is filled**

Without the condition of four separate lines, (1) is not the only way to obtain a uniform pattern. Suppose first that m ≤ 2s, while C stays positive. The second film fills the gap of width m, and the period has three lines, of widths s, m and s. The spaces are a, a and C. They are equal when

a = P − m − 2a − 2s, or 3a = P − m − 2s.

If also m = s, all lines have the same width and a = P/3 − s.

Suppose instead that the gap between neighbouring first mandrels, g = P − m − 2a, is filled while m > 2s. The lines have widths s, s and g, and the spaces are A, a and a. Equal lines need g = s, and equal spaces need m − 2s = a. Inserting m = a + 2s in g = s gives

P − (a + 2s) − 2a = s, so a = P/3 − s and m = P/3 + s.

Both patterns have pitch P/3. They are regular, but they have three lines per period instead of four. If both gaps are filled, only two lines per period remain, of widths m and g with spaces a, and for m = g this pattern is regular too. The first film can also close its own gap, P − m ≤ 2a. One second mandrel of width P − m then remains per period, giving two lines of width s, and for m = P/2 + s their spaces are equal. An inspection that looks only for equal spaces would accept all these patterns, so the line count or the pitch must be checked as well.

**Worked example**

Take P = 120 nm and s = 10 nm. Then P/4 = 30 nm, and

m = 30 + 10 = 40 nm,
a = 30 − 10 = 20 nm.

The spaces are

A = 40 − 20 = 20 nm,
B = 20 nm,
C = 120 − 40 − 40 − 20 = 20 nm.

With the line width of 10 nm the final pitch is 30 nm. The gap between facing first spacers is 120 − 40 − 40 = 40 nm, equal to the mandrel width, as even spacing of the second mandrels requires.

Setting the mandrel width to the final pitch, m = P/4 = 30 nm, while a and s are held fixed, gives A = 10 nm, B = 20 nm and C = 30 nm. The mean space is still 20 nm, as (2) demands, so a measurement of the mean would not reveal the fault.

Uniqueness was tested by growing and stripping films on a 1 nm grid, for every m from 1 to 119 nm and every a from 1 to 59 nm, with P and s fixed. One pair gave four equal lines with equal spaces: m = 40 nm, a = 20 nm. Two pairs gave three equal lines with equal spaces: (m, a) = (10, 30) nm and (50, 30) nm. These are the two cases with one filled gap, with P/3 = 40 nm. Patterns with fewer than three lines per period were not recorded.

**Errors in the three widths**

Let dm, da and ds be deviations from the design, with P fixed. The formulas for the spaces are linear, so

dA = dm − 2ds,
dB = da,
dC = −dm − 2da − 2ds. (4)

These relations hold for finite errors as long as the four lines remain separate. An error of +1 nm in one width, with the other two held fixed, changes (A, B, C) by

(+1, 0, −1) nm for m,
(0, +1, −2) nm for a,
(−2, 0, −2) nm for s.

The difference between the largest and smallest space, called the range below, is 2, 3 and 2 nm respectively. Per nanometre of error, the first film thickness has the largest effect. The reason is visible in (4): a thicker first spacer widens B and takes its extra width twice from C.

If the three errors are independent, with standard deviations σm, σa and σs, their variances add with the squared coefficients of (4):

var A = σm² + 4σs²,
var B = σa²,
var C = σm² + 4σa² + 4σs².

This applies to errors that are common to all periods in a region and vary from region to region. For chosen values σm = 0.5 nm, σa = 0.3 nm and σs = 0.2 nm,

σA = √(0.25 + 0.16) = 0.64 nm,
σB = 0.30 nm,
σC = √(0.25 + 0.36 + 0.16) = 0.88 nm.

A simulation of 4000 random regions gave 0.64, 0.30 and 0.87 nm, which is consistent with a sampling error (one standard deviation) of about 1 percent of each value. The deviations of A and C are in general not independent, because both contain dm and ds. The spread of A − C must therefore be taken from (3), which gives 2√(σm² + σa²) = 2√0.34 = 1.2 nm.

**Finding the errors from measured spaces**

Equations (4) can be inverted. Adding them with the weights of (2) removes dm and da:

dA + 2dB + dC = −4ds, so ds = −(dA + 2dB + dC)/4.

The second equation gives da = dB. The first gives dm = dA + 2ds, and with the result for ds,

dm = dA − (dA + 2dB + dC)/2 = (dA − 2dB − dC)/2.

Three measured spaces thus determine three errors, provided that the measurement identifies which space is A and which is C. If A and C differ, B is recognised as the space that returns with the same width at every second position. If A and C are equal, the spaces merely alternate between two widths, and the pattern alone does not show which of them is B. The original mandrel positions settle all the labels. So does a deliberate change of m, because by (4) a larger m widens A, narrows C and leaves B unchanged.

**Bias in the pattern transfer**

Suppose that etching makes each second mandrel wider than its spacer by a total amount b, half on each side. A negative b describes narrowing. The second mandrels now occupy

[−a − b/2, b/2] and [m − b/2, m + a + b/2].

Space A loses b/2 at both ends, B gains b, and C loses b/2 at both ends:

A = m − b − 2s,
B = a + b,
C = P − m − 2a − b − 2s.

The sum A + 2B + C is still P − 4s, so equal spaces must again be P/4 − s. From B and then from A,

a = P/4 − s − b,
m = (P/4 − s) + b + 2s = P/4 + s + b. (5)

Inserting both in C gives

C = P − (P/4 + s + b) − 2(P/4 − s − b) − b − 2s = P/4 − s,

because the terms in b add to −b + 2b − b = 0. A positive first film thickness requires b < P/4 − s, and a positive mandrel width with an open gap after the first film requires b > −(P/4 + s).

For b = 2 nm and the uncorrected design, the spaces are A = 18 nm, B = 22 nm and C = 18 nm, a range of 4 nm. A and C stay equal because a symmetric bias does not move the centres of the second mandrels. The corrected design is m = 42 nm and a = 18 nm. The grid search, repeated with this bias, found this pair and no other with four equal lines and equal spaces.

The inversion formulas lead to the same correction. The deviations (−2, +2, −2) nm give ds = 0, da = +2 nm and dm = (−2 − 4 + 2)/2 = −2 nm. Subtracting these apparent errors from the design gives m = 42 nm and a = 18 nm. The spaces alone do not show whether the cause was a transfer bias or two errors of width, but the correction is the same.

A symmetric trim of the final lines is different. If every line loses a width c, every space gains c, and equal spaces stay equal. In (1) and (5), s is therefore the deposited spacer width, before any such trim. Spaces measured after a trim must be compared with P/4 − s + c. Otherwise the inversion formulas report apparent errors dm = −c, da = +c and ds = −c, and correcting only m and a would make the equal spaces unequal.

**Tapered mandrel walls**

Let the first mandrel be narrower at the top, with walls at a small angle q from the vertical, and let m be its top width. The spacer then leans inward. After the mandrel has been removed, a vertical etch transfers the full shadow of the spacer, which is wider than the film is thick.

Place the foot of the right-hand wall at x = 0, with x pointing away from the mandrel and y upward. The wall is the line x = −y tan q, and a point outside it has the distance (x + y tan q) cos q from it. The outer film surface, at distance a, is

x = a/cos q − y tan q.

Etch-back removes the height a from each column on the floor, so film remains where this surface lies above y = a. The outer edge of the shadow is therefore at x = a/cos q − a tan q. The inner edge is the top edge of the mandrel, at x = −H tan q. The columns above the sloping wall stay covered, since the film there is thicker in the vertical direction than a. The shadow width is

w = H tan q + a/cos q − a tan q. (6)

For H = 60 nm, q = 1° and a = 20 nm,

w = 1.05 + 20.00 − 0.35 = 20.70 nm.

A simulated cross-section with 0.05 nm pixels also gave 20.70 nm. Since the inner edge is fixed by the top width m, the excess of 0.70 nm acts as an error da. The spaces become A = 20.0 nm, B = 20.7 nm and C = 18.6 nm, with a range of 2.1 nm, three times the excess. Solving (6) for w = 20 nm shows that a first film of about 19.3 nm would restore equality. These numbers assume an etch-back of exactly a and count even the thinnest remaining film as mask. An over-etch by a height d moves each edge of the shadow inward by about d tan q; for d = 10 nm the shadow is 20.35 nm and the range 1.4 nm. They also refer to a top width of 40 nm; with 40 nm at the foot of the mandrel the range is 2.8 nm.

**Comparison with a real process**

The final pitch of 30 nm is of the size used for transistor fins made by immersion lithography. The line width of 10 nm is somewhat large for a finished fin, but it refers to the spacer before any trim. The bias, the taper and the random errors are round values chosen to show sizes, not data from a particular process. Real processes depart from the assumptions of faithful transfer and vertical walls. For the chosen values these departures produce ranges of 4 nm and 2.1 nm, or 20 and about 10 percent of the 20 nm space. Equation (1) is therefore a starting point for the design, and the measured spaces supply the correction. The model leaves out roughness along the lines, differences between the two side walls of one mandrel, and bending of tall spacers. Roughness varies along a line, and a difference between the left and right walls of a first mandrel makes the two B spaces unequal, so neither can be removed by a single choice of m and a. A difference between the inner and outer walls of the second mandrels can be removed: if they widen by b₁ toward the former first mandrel and by b₂ away from it, the spaces are equal for m = P/4 + s + 2b₁ and a = P/4 − s − b₁ − b₂.

The numerical output below lists the inputs and the main results.

Computed results

```
mandrel pitch P: 120 nm
final spacer width s: 10 nm
first mandrel width m: 40 nm
first spacer width a: 20 nm
gap after first spacer: 40 nm
final pitch P/4: 30 nm
wavelength: 193 nm
numerical aperture: 1.35
single-exposure pitch limit: 71.5 nm
spaces A, B, C at design: 20.00, 20.00, 20.00 nm
spaces A, B, C for m = P/4, same a: 10.00, 20.00, 30.00 nm
search, four equal lines (m, a) in nm: [(40, 20)]
search, three equal lines (m, a) in nm: [(10, 30), (50, 30)]
three-line pitch P/3: 40 nm
change of A, B, C for +1 nm in m: 1.00, 0.00, -1.00 nm
  range of spaces for +1 nm in m: 2.00 nm
change of A, B, C for +1 nm in a: 0.00, 1.00, -2.00 nm
  range of spaces for +1 nm in a: 3.00 nm
change of A, B, C for +1 nm in s: -2.00, 0.00, -2.00 nm
  range of spaces for +1 nm in s: 2.00 nm
transfer bias b: 2 nm
spaces A, B, C with bias, uncorrected: 18.00, 22.00, 18.00 nm
range of spaces with bias: 4.00 nm
search with bias, corrected (m, a) in nm: [(42, 18)]
mandrel height H: 60 nm
wall taper from vertical: 1.0 degree
spacer shadow, formula: 20.70 nm
spacer shadow, simulated section: 20.70 nm
section pixel: 0.05 nm
spaces A, B, C with taper: 20.00, 20.70, 18.60 nm
range of spaces with taper: 2.10 nm
standard deviations of m, a, s: 0.50, 0.30, 0.20 nm
standard deviations of A, B, C, formula: 0.640, 0.300, 0.877 nm
standard deviations of A, B, C, 4000 trials: 0.636, 0.297, 0.867 nm
```
